# Does subtracting the metallic Lorenz estimate isolate lattice heat conduction?

**Question.** I have measured the electrical conductivity $\sigma$, the Seebeck coefficient $S$ and the total thermal conductivity $\kappa$ of an n-type thermoelectric leg from 300 to 600 K. To get the lattice part I subtract $L_0\sigma T$, with $L_0=(\pi^2/3)(k/e)^2$. The remainder falls at first, then rises above 500 K. Is the lattice really conducting better when hot? If not, what does this subtraction measure?

**Answer.** The rise alone is not evidence of better lattice conduction. Write $\kappa=\kappa_L+\kappa_e$, where $\kappa_L$ is the lattice part and $\kappa_e$ the electronic part at zero electric current, and define $L=\kappa_e/(\sigma T)$. This is a definition, not yet a law. Your remainder is then

$$
\kappa_{\rm app}=\kappa-L_0\sigma T=\kappa_L+(L-L_0)\sigma T .
$$

It equals $\kappa_L$ only if $L=L_0$. So the question is what fixes $L$.

### The Lorenz number is a variance

Take electrons of charge $-e$, with a gradient along $x$, scattered elastically with relaxation time $\tau(E)$. Phonon drag and electron-hole drag are left out. The local equilibrium occupation $f$ depends on $(E-\mu)/kT$, so

$$
\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].
$$

An electric field $\mathcal E$ adds the force term $-e\mathcal E\,v_x\,\partial f/\partial E$. Setting the sum of drift terms equal to $-\delta f/\tau$ gives

$$
\delta f=\tau v_x\left(-\frac{\partial f}{\partial E}\right)\left[F-\frac{E-\mu}{T}\frac{dT}{dx}\right],\qquad F=-e\mathcal E-\frac{d\mu}{dx}.
$$

Let $\Sigma(E)$ be the sum of $v_x^2\tau$ over all states at energy $E$, per unit volume and energy, and let

$$
A_j=\int \Sigma(E)(E-\mu)^j\left(-\frac{\partial f}{\partial E}\right)dE .
$$

Multiplying $\delta f$ by $v_x$, or by $(E-\mu)v_x$, and summing over states gives the particle flux $J$ and the heat flux $Q$:

$$
J=A_0F-\frac{A_1}{T}\frac{dT}{dx},\qquad Q=A_1F-\frac{A_2}{T}\frac{dT}{dx}.
$$

At uniform temperature the charge current yields $\sigma=e^2A_0$. A thermal conductivity is measured with $J=0$, which requires $F=(A_1/A_0T)\,dT/dx$. Inserting this in $Q$ and using $\kappa_e=-Q/(dT/dx)$,

$$
\kappa_e=\frac1T\left(A_2-\frac{A_1^2}{A_0}\right).
$$

Now divide by $\sigma T$ and put $z=(E-\mu)/kT$:

$$
L=\left(\frac ke\right)^2\left[\langle z^2\rangle-\langle z\rangle^2\right],\qquad S=-\frac ke\langle z\rangle .
$$

The averages use the weight $\Sigma(-\partial f/\partial E)$, normalized to one. The expression for $S$ follows from the same open-circuit condition: the effective field is $-F/e$, and $S$ is its ratio to $dT/dx$.

Thus $L$ measures the spread of energies among the carriers that conduct. At zero current, more energetic and less energetic carriers flow in opposite directions. Their particle fluxes cancel, but their heat fluxes do not.

### Degeneracy and scattering

In a simple degenerate metal, with no band edge or sharp feature within a few $kT$ of the Fermi level, $\Sigma$ is nearly constant over the thermal window. The weight is then symmetric in $z$, its mean is zero, and integration by parts gives

$$
\langle z^2\rangle=2\int_0^\infty z^2\left(-\frac{df}{dz}\right)dz
=4\int_0^\infty\frac{z\,dz}{e^z+1}=\frac{\pi^2}{3}.
$$

That is $L_0$. It contains no scattering time because a constant $\Sigma$ cancels.

For a parabolic band, measure energy from the band edge, $x=(E-E_c)/kT$, and let $\eta=(\mu-E_c)/kT$. The density of states varies as $x^{1/2}$ and the directional average of $v_x^2$ as $x$. If $\tau\propto x^r$, then $\Sigma\propto x^s$ with $s=r+3/2$. Anisotropic masses change only the prefactor as long as $\tau$ depends on energy alone. Acoustic phonons have $r=-1/2$ and $s=1$. The simple ionized-impurity law has $r=3/2$ and $s=3$. It assumes weak screening; strong screening at high doping lowers $r$, so $s=3$ serves here as a limiting case.

With $F_j(\eta)=\int_0^\infty x^j/(e^{x-\eta}+1)\,dx$, integration by parts turns $\int x^m(-df/dx)dx$ into $mF_{m-1}$. Since a shift of origin does not alter a variance,

$$
\frac{L}{(k/e)^2}=\frac{(s+2)F_{s+1}}{sF_{s-1}}-\left[\frac{(s+1)F_s}{sF_{s-1}}\right]^2 .
$$

**Nondegenerate limit.** For $\eta\ll-1$ the weight becomes $x^se^{-x}$. Its mean is $s+1$ and its mean square is $(s+2)(s+1)$, so its variance is

$$
(s+2)(s+1)-(s+1)^2=s+1 .
$$

Hence $L=2(k/e)^2=1.485\times10^{-8}$ W Ω/K² for acoustic scattering, and $L=4(k/e)^2=2.970\times10^{-8}$ for impurity scattering. The metallic value, $2.443\times10^{-8}$, lies between them. A nondegenerate conductor can therefore err in either direction.

**Approach to the metal.** For $\eta\gg1$ write $x=\eta+z$ and expand

$$
x^s=\eta^s\left[1+\frac{sz}{\eta}+\frac{s(s-1)z^2}{2\eta^2}+\dots\right].
$$

The function $-df/dz$ has moments $1$, $\pi^2/3$ and $7\pi^4/15$ for $z^0$, $z^2$ and $z^4$; its odd moments vanish. Dropping the common factor $\eta^s$, the three integrals are

$$
B_0=1+\frac{s(s-1)\pi^2}{6\eta^2},\quad
B_1=\frac{s\pi^2}{3\eta},\quad
B_2=\frac{\pi^2}{3}+\frac{7\pi^4s(s-1)}{30\eta^2}.
$$

To order $\eta^{-2}$, dividing $B_2$ by $B_0$ changes the coefficient $7/30$ to $7/30-1/18=8/45$. Subtracting $(B_1/B_0)^2$ removes $s^2\pi^4/(9\eta^2)$. Therefore

$$
\frac{L}{(k/e)^2}=\frac{\pi^2}{3}+\frac{\pi^4s(3s-8)}{45\eta^2}+\dots
$$

The correction is negative for $s=1$ and positive for $s=3$. At $\eta=10$ the full integrals give $L/L_0=0.967$ and $1.019$.

Even a small deviation can matter when electrons carry most of the heat. The error relative to the lattice part is $(L/L_0-1)L_0\sigma T/\kappa_L$. If $L_0\sigma T=10\kappa_L$, the ratio 0.967 makes the inferred lattice part 33% too small.

### Bipolar diffusion

With electrons and holes present, the two contributions to $\Sigma$ add. I assume that both bands share one local Fermi level. Let $w_n=\sigma_n/\sigma$ and $w_p=\sigma_p/\sigma$, and let each band have mean $\bar z_i$ and variance $V_i$. Then

$$
\begin{aligned}
{\rm Var}(z)&=\sum_iw_i(V_i+\bar z_i^2)-(w_n\bar z_n+w_p\bar z_p)^2\\
&=w_nV_n+w_pV_p+w_nw_p(\bar z_n-\bar z_p)^2 .
\end{aligned}
$$

The last line uses $w_n-w_n^2=w_nw_p$, and likewise for $w_p$. Since $S_i=-(k/e)\bar z_i$, multiplying the last term by $(k/e)^2\sigma T$ gives

$$
\kappa_{\rm bip}=T\,\frac{\sigma_n\sigma_p}{\sigma_n+\sigma_p}(S_p-S_n)^2 .
$$

Electrons and holes can drift the same way without net charge current, carrying their pair energy from the hot end to the cold end.

When both bands are nondegenerate, $\bar z_n=s_n+1-\eta_n$ and $\bar z_p=-(s_p+1-\eta_p)$, where $\eta_p=-E_g/kT-\eta_n$ for gap $E_g$. Subtracting,

$$
S_p-S_n=\frac ke\left(\frac{E_g}{kT}+s_n+s_p+2\right).
$$

The square of this large number lets a small hole population carry much heat.

### A leg with a known lattice part

To see the error, prescribe $\kappa_L$ and compute the data. Take a gap of 0.25 eV, a density-of-states mass of one electron mass in each band, and net doping of $3\times10^{19}$ cm⁻³. Scattering is acoustic. The nondegenerate mobilities at 300 K are 300 cm²/Vs for electrons and 200 cm²/Vs for holes, falling as $T^{-3/2}$. The lattice part is 1.2 W/(m K) at 300 K and falls as $1/T$. Charge neutrality fixes $\eta$ at each temperature.

At 300 K, $\eta=0.594$. For $s=1$ the conductivity integral is $F_0=\ln(1+e^\eta)$. At low density this becomes $e^\eta=n/N_c$, where $n$ is the electron density and $N_c=2.509\times10^{19}$ cm⁻³ the band density of states. The prefactor must then reproduce $en\mu_n$, with $\mu_n$ the nondegenerate mobility, so

$$
\sigma_n=eN_c\mu_n\ln(1+e^\eta)\approx1247\ {\rm S/cm}.
$$

Holes add almost nothing to $\sigma$ here. The electron band alone has $L=1.674\times10^{-8}$ W Ω/K²; a bipolar term of 0.0013 W/(m K) raises it slightly. With $L=1.678\times10^{-8}$ W Ω/K²,

$$
\begin{aligned}
\kappa_e&=1.678\times10^{-8}\times1.247\times10^5\times300=0.628,\\
L_0\sigma T&=2.443\times10^{-8}\times1.247\times10^5\times300=0.914,
\end{aligned}
$$

both in W/(m K). The total is $1.200+0.628=1.828$, so the subtraction returns $1.828-0.914=0.914$ W/(m K), 24% below the true lattice part. With the same electronic properties, a lattice part below 0.286 W/(m K) would have come out negative.

The other temperatures give, in W/(m K):

| $T$ (K) | true $\kappa_L$ | $\kappa_{\rm app}$ | from $S$ |
|---|---|---|---|
| 300 | 1.200 | 0.914 | 1.201 |
| 400 | 0.900 | 0.641 | 0.922 |
| 500 | 0.720 | 0.582 | 0.851 |
| 600 | 0.600 | 0.772 | 1.036 |

The third column shows an upturn like yours, although the prescribed lattice part falls throughout. The temperature at which it sets in depends strongly on the chosen gap: a narrower gap moves it to lower temperature. At 600 K holes supply only 2.43% of $\sigma$, which is 510 S/cm. Here $E_g/kT=4.835$, so the nondegenerate formula gives $S_p-S_n\approx86.17\times8.835\approx761$ µV/K and

$$
\kappa_{\rm bip}\approx600\times5.10\times10^4\times0.0243\times0.976\times(7.61\times10^{-4})^2
\approx0.42\ {\rm W/(m\,K)}.
$$

The full statistics give 0.44. Removing the holes while holding the electron Fermi level fixed lowers $\kappa_{\rm app}$ from 0.772 to 0.337 W/(m K), below the true 0.600. In this model, then, the holes cause the excess.

Near 554 K the subtraction happens to be right. The electrons alone have $L/L_0=0.642$ there, and bipolar heat fills the gap. Agreement at one temperature does not show that the sample is metallic.

### Can the Seebeck coefficient repair it?

In a single band with known $s$, it can: $S$ determines $\eta$, and $\eta$ determines $L$. The last column of the table does this with $s=1$. Its success at 300 K is expected, because the data were generated with that scattering law and holes hardly contribute. At 600 K it overestimates the lattice part by 73%, compared with 29% for the metallic subtraction. The corrected electron value of $L$ is small, so nearly all the bipolar heat is assigned to the lattice. The metallic estimate does less badly there because its two errors partly cancel.

The scattering law matters as well. Read the same 300 K values of $\sigma$, $S$ and $\kappa$ as impurity scattering in its weak-screening limit, $s=3$ (screening at this density would reduce the shift that follows). The Seebeck coefficient, −170.7 µV/K, then requires $\eta=3.919$ and $L=2.640\times10^{-8}$ W Ω/K², and the inferred lattice part is 0.840 instead of 1.200 W/(m K). These three measurements at one temperature do not determine $\kappa_L$ without further information about the bands and scattering.

### How far to trust the model for a real leg

The parameters are rough values for a heavily doped, narrow-gap thermoelectric leg. A conductivity near 1000 S/cm, a Seebeck coefficient near 200 µV/K in magnitude and a total thermal conductivity of 1 to 2 W/(m K) are of the usual size for such legs near room temperature. For a leg made for room-temperature cooling, 600 K is well outside normal use. Equal band masses and a fixed gap are simplifications. Three departures can be sized:

- **Nonparabolic band.** In a Kane band with the same edge mass and carrier density, and acoustic scattering inversely proportional to the density of states, $L$ at 300 K drops to $1.257\times10^{-8}$ W Ω/K². At the same $\sigma$, $\kappa_e$ falls by 0.156 W/(m K), and the metallic subtraction errs by −0.44 instead of −0.29 W/(m K).
- **Inelastic scattering.** Unscreened polar scattering alone, by 15 meV phonons held in equilibrium, gives $L=2.092\times10^{-8}$ at the same $\eta$. The variance formula, supplied with the same electrical response, gives 2.304. Energy exchange thus lowers $L$ by 9% relative to the elastic formula in this unscreened model. The figure grows with phonon energy. It can shrink strongly when free carriers screen the small-angle scattering, which at this doping is not negligible. Even so, $\kappa_e$ is 0.156 W/(m K) above the acoustic case at equal $\sigma$, because the energy dependence of scattering has also changed. The equal size of this shift and the Kane shift is accidental, and the two need not add.
- **Gap narrowing.** Reducing the gap by 0.03 eV at 600 K raises $\kappa_{\rm app}$ from 0.772 to 0.978 W/(m K), with the true lattice part still 0.600.

For your data, I would first fit $\sigma(T)$ and $S(T)$ with a two-band model, using independent information on carrier density and scattering, and then subtract the $\kappa_e$ of that model. The spread of $\kappa_L$ among models that fit equally well belongs in the error bar. The metallic subtraction is justified when the carriers are degenerate, no second band edge or resonant level lies within a few $kT$ of the Fermi level, scattering is nearly elastic, minority carriers are negligible, and $(L-L_0)\sigma T$ is small compared with $\kappa_L$ itself. The numerical output below lists the intermediate values at each temperature.

## Numbers as computed

```
k/e = 86.173 uV/K
Metallic L0 = 2.443 x1e-8 W ohm/K^2
Nondegenerate L, acoustic s=1: 1.485 x1e-8 W ohm/K^2
Nondegenerate L, impurity s=3: 2.970 x1e-8 W ohm/K^2
eta=-2: L/L0 acoustic 0.618, impurity 1.211
eta=0: L/L0 acoustic 0.660, impurity 1.189
eta=2: L/L0 acoustic 0.760, impurity 1.133
eta=5: L/L0 acoustic 0.892, impurity 1.060
eta=10: L/L0 acoustic 0.967, impurity 1.019
Gap 0.25 eV; mass 1.0 m_e; net doping 3.0e+19 cm^-3
Mobilities at 300 K: n 300, p 200 cm^2/Vs
Band density of states at 300 K: 2.509e+19 cm^-3
T=300 K: eta 0.594, sigma 1247.1 S/cm, S -170.7 uV/K
  L 1.678, electron-only L 1.674 x1e-8 W ohm/K^2; L/L0 0.687
  hole share of sigma 0.0022 %; bipolar 0.0013 W/(m K)
  kappa: total 1.828, electronic 0.628, L0*sigma*T 0.914 W/(m K)
  lattice: true 1.200, apparent 0.914 W/(m K), error -23.9 %
  Seebeck-based: L 1.674 x1e-8 W ohm/K^2, lattice 1.201 W/(m K)
T=400 K: eta 0.020, sigma 848.6 S/cm, S -202.6 uV/K
  L 1.681, electron-only L 1.615 x1e-8 W ohm/K^2; L/L0 0.688
  hole share of sigma 0.0658 %; bipolar 0.0224 W/(m K)
  kappa: total 1.471, electronic 0.571, L0*sigma*T 0.829 W/(m K)
  lattice: true 0.900, apparent 0.641 W/(m K), error -28.7 %
  Seebeck-based: L 1.616 x1e-8 W ohm/K^2, lattice 0.922 W/(m K)
T=500 K: eta -0.383, sigma 630.5 S/cm, S -224.2 uV/K
  L 2.004, electron-only L 1.581 x1e-8 W ohm/K^2; L/L0 0.820
  hole share of sigma 0.5640 %; bipolar 0.1334 W/(m K)
  kappa: total 1.352, electronic 0.632, L0*sigma*T 0.770 W/(m K)
  lattice: true 0.720, apparent 0.582 W/(m K), error -19.2 %
  Seebeck-based: L 1.587 x1e-8 W ohm/K^2, lattice 0.851 W/(m K)
T=600 K: eta -0.671, sigma 510.3 S/cm, S -229.8 uV/K
  L 3.005, electron-only L 1.562 x1e-8 W ohm/K^2; L/L0 1.230
  hole share of sigma 2.4307 %; bipolar 0.4425 W/(m K)
  kappa: total 1.520, electronic 0.920, L0*sigma*T 0.748 W/(m K)
  lattice: true 0.600, apparent 0.772 W/(m K), error 28.7 %
  Seebeck-based: L 1.580 x1e-8 W ohm/K^2, lattice 1.036 W/(m K)
600 K, holes removed: apparent lattice 0.337 W/(m K)
Accidental L=L0 at 553.9 K; electron-only L/L0 there 0.642
300 K data read as impurity scattering: eta 3.919, L 2.640 x1e-8 W ohm/K^2
  lattice inferred from that reading 0.840 W/(m K)
Kane band, 300 K: eta 0.067, L 1.257 x1e-8 W ohm/K^2
  change of electronic kappa at same sigma -0.156 W/(m K)
Polar optical only, phonon 15 meV, 300 K: L 2.092 x1e-8 W ohm/K^2
  elastic formula with same electrical response 2.304 x1e-8 W ohm/K^2
  change from acoustic at same sigma 0.156 W/(m K)
Gap narrowed by 0.03 eV, 600 K: L/L0 1.486, apparent lattice 0.978 W/(m K)
```
